# Resolving the SET instability in a stiff ionic-drift filament model

A filamentary memristor receives an 80 µs voltage pulse. In the model below it switches on after 66.7 µs. Forward Euler with a 10 µs step ends the pulse with the device still off. Backward Euler with the same step switches it on by 50 µs, so that it also reports SET for a 50 µs pulse that is too short. Neither run gives a warning, provided the backward equation is solved by a bracketed search for its largest root. Both use the reduced form of the model, in which the fast circuit voltage has been eliminated.

The explicit method misses the event because it does not resolve an accelerating motion. Making the method implicit removes a different difficulty, the stability limit set by a fast circuit variable. The method below combines three parts: error control resolves the motion, event location times the switching, and implicit stages allow steps much longer than the circuit's time constant.

## A gap that closes by hand

Take a dimensionless gap with positive feedback: the smaller it is, the faster it closes,

$$g'=-\frac1g,\qquad g(0)=2 .$$

Since $(g^2)'=2gg'=-2$, the solution is $g=\sqrt{4-2t}$. It passes $g=1$ at $t=1.5$ and closes at $t=2$.

**Forward Euler**, $g_{n+1}=g_n-h/g_n$ with $h=0.75$, gives

$$2\;\to\;2-\frac{0.75}{2}=1.625\;\to\;1.625-\frac{0.75}{1.625}\approx1.163\;\to\;0.519 .$$

At $t=1.5$ it has 1.163 instead of 1. At $t=2.25$ the true gap has already closed, but the numerical one is open. The next step gives $0.519-0.75/0.519\approx-0.93$, a negative gap. Each step uses the speed at its start, although the motion speeds up during the step.

**Backward Euler** uses the speed at the end:

$$u+\frac hu=g_n\quad\Longrightarrow\quad u^2-g_nu+h=0,\qquad u=\frac{g_n+\sqrt{g_n^2-4h}}2 .$$

The upper root is the one that tends to $g_n$ as $h\to0$. The first step gives $u=1.5$, below the true $\sqrt{2.5}\approx1.581$. The second would need $1.5^2\ge4\times0.75=3$, which is false: there is no real root.

Now add **error control**. Two backward steps of 0.375 from $g=2$ give 1.791 and then 1.548. The single step gave 1.5. A first-order method has local error $Ch^2$ for the full step and about $2C(h/2)^2=Ch^2/2$ for two halves, so their difference, 0.048, estimates the error of the halves. The actual error is 0.033. If the estimate exceeds the tolerance, the step is shortened; a missing root is also a reason to shorten it.

**Event location** is a separate task. To find when the backward solution passes $g=1$, start from 1.5 at $t=0.75$ and ask which step length $s$ lands there: $1+s/1=1.5$, so $s=0.5$ and the event is at $t=1.25$. The true time is 1.5. Root finding locates the event of the numerical solution, but does not remove that solution's error.

## The filament model

The units are nm, µs and V; atomic units would be unnatural here. A filament tip faces an electrode across a gap $g$ with voltage $V$ and field $E=V/g$. Singly charged ions hop a distance $a$ over a barrier $E_a$ with attempt rate $\nu$. The field lowers the forward barrier by $eaE/2$ and raises the backward one equally. The net closing speed is therefore

$$a\nu e^{-E_a/kT}\left(e^{eaE/2kT}-e^{-eaE/2kT}\right)=A\sinh(\beta E),$$

$$A=2a\nu e^{-E_a/kT},\qquad \beta=\frac{ea}{2kT}.$$

The gap has conductance $G=G_0e^{-g/\ell}$, where $G_0$ is the conductance quantum. It is in parallel with a capacitance $C$ and is fed from the applied voltage $V_a$ through a resistance $R$. Current conservation reads $CV'=(V_a-V)/R-GV$. Multiplying by $R$ gives the full model

$$g'=-A\sinh\frac{\beta V}{g},\qquad \tau V'=V_a-(1+\rho)V,$$

$$\tau=RC,\qquad \rho=RG=re^{-g/\ell},\qquad r=RG_0 .$$

SET is defined as $\rho=1$, when the gap resistance equals the series resistance. Hence $g_e=\ell\ln r$.

The round parameters are $g(0)=3$ nm, $V(0)=0$, $V_a=2$ V, $a=0.5$ nm, $E_a=0.7$ eV, $\nu=10^{13}$ s$^{-1}$, $T=300$ K, $\ell=0.2$ nm, $R=1$ MΩ and $C=1$ fF. They give $\tau=1$ ns and $r=77.48$, so $g_e=0.2\ln77.48=0.870$ nm.

The model omits discrete atoms, noise, local field enhancement and heating. It also takes the gap conductance as independent of voltage, which is a poor approximation for tunnelling at up to 2 V, and it ignores dielectric breakdown, although its field rises from 0.67 to about 1.4 V/nm, comparable with or above the breakdown fields of common oxide films. It serves here to test integration methods; its switching times are not predictions for a real device. At quasi-steady voltage the gap power $V(V_a-V)/R$ is largest at $V=V_a/2$, where it is $V_a^2/4R=1$ µW. An assumed thermal resistance of $10^6$ K/W turns this into 1 K; a much larger one would invalidate the fixed temperature. The event gap is less than two hops wide, so the continuous gap is a coarse description there.

## Where the instability begins and ends

While the gap changes little during $\tau$, the voltage follows its quasi-steady value $V=V_a/(1+\rho)$. Then

$$g'=-F(g),\qquad F=A\sinh(\beta E),\qquad E=\frac{V_a}{g(1+\rho)} .$$

A small difference $\delta g$ between two solutions obeys $\delta g'=\lambda\,\delta g$ with $\lambda=-dF/dg$. From $\ln E=\ln V_a-\ln g-\ln(1+\rho)$ and $d\rho/dg=-\rho/\ell$,

$$\frac1E\frac{dE}{dg}=-\frac1g+\frac{\rho}{\ell(1+\rho)},$$

$$\lambda=A\cosh(\beta E)\,\beta E\left[\frac1g-\frac{\rho}{\ell(1+\rho)}\right].$$

The first term in the bracket is the feedback: a smaller gap has a larger field. The second is the series resistor, which takes voltage away as the gap conducts. They balance when $\ell(1+\rho)=g\rho$, or

$$\rho\left(\frac g\ell-1\right)=1 .$$

With $x=g/\ell$ this is $r(x-1)e^{-x}=1$. The left side peaks at $x=2$ with value $re^{-2}$. If $r<e^2$, there is no balance point and the resistor never quenches the feedback. Here $r>e^2$, and there are two roots. The outer one, $g_*=1.190$ nm, ends the runaway. The inner one lies below $2\ell=0.4$ nm, where the feedback would become positive again; the pulse studied here ends before that.

The closing speed rises from $5.49\times10^{-3}$ nm/µs at the start to 6.49 nm/µs at $g_*$, then falls to 0.585 nm/µs at SET. Along a solution,

$$\frac{d\ln F}{dt}=\frac1F\frac{dF}{dg}g'=-\frac{dF}{dg}=\lambda,\qquad \int_0^t\lambda\,dt'=\ln\frac{F(g(t))}{F(g(0))} .$$

The logarithm is 7.08 at $g_*$: a small initial gap difference has grown by the same factor, about 1200, as the speed.

Separating variables gives the reduced SET time,

$$t_{\rm SET}=\int_{g_e}^{g(0)}\frac{dg}{F(g)}=66.746\ \text{µs}.$$

The full model gives 66.742 µs, earlier by 4 ns. The models differ only through the departure of $V$ from its quasi-steady value. At first $V$ is too low, because the capacitor must charge, and this delays SET. Later the quasi-steady voltage falls as the gap closes, and $V$ lags above it, which advances SET. The negative total shows that the advance outweighs the delay here.

## Why the two Euler methods err in opposite directions

Above $g_*$, $F$ increases as $g$ decreases. For a forward step that stays in this region, $F(u)\ge F(g_n)$ for every $u$ between $g_{n+1}$ and $g_n$. The true time needed to cover the same distance is

$$\int_{g_{n+1}}^{g_n}\frac{du}{F(u)}\le\frac{g_n-g_{n+1}}{F(g_n)}=h .$$

Summing the steps shows that the true solution reaches each numerical gap no later than the numerical solution does. Forward Euler lags. For backward Euler the distance is $hF(g_{n+1})$, and $F(u)\le F(g_{n+1})$ reverses the inequality: it leads.

For small steps the shift can be calculated. Let the forward Euler points lie on a smooth curve with $\tilde g'=-F+hq$. Since $\tilde g''=F\,dF/dg+O(h)$, Taylor expansion gives

$$\tilde g(t+h)-\tilde g(t)=-hF+h^2q+\frac{h^2}{2}F\frac{dF}{dg}+O(h^3).$$

This must equal $-hF$, so $q=-\tfrac12F\,dF/dg$. The modified event time is

$$\int_{g_e}^{g(0)}\frac{dg}{F\left(1+\frac h2\frac{dF}{dg}\right)}
\approx t_{\rm SET}-\frac h2\int_{g_e}^{g(0)}\frac1F\frac{dF}{dg}\,dg,$$

and therefore

$$t_{\rm forward}-t_{\rm SET}\approx+\frac h2\ln\frac{F(g_e)}{F(g(0))}.$$

A backward step is a forward step of length $-h$ taken from its end point, so its shift has the opposite sign. The formula requires $h|\lambda|\ll1$ throughout. For $h=1$ ns the logarithm 4.669 predicts $0.5\times0.001\times4.669=0.00233$ µs. The measured shifts are $+0.00233$ and $-0.00234$ µs.

At $h=10$ µs the formula no longer applies, but the inequalities do while the steps stay above $g_*$. The first forward step is $3-10\times0.00549=2.945$ nm. Some later gaps, in nm, are:

| Time (µs) | True | Forward | Backward |
|---:|---:|---:|---:|
| 40 | 2.695 | 2.728 | 2.634 |
| 50 | 2.558 | 2.623 | 0.798 |
| 60 | 2.323 | 2.485 | 0.650 |
| 70 | 0.661 | 2.277 | 0.592 |
| 80 | 0.577 | 1.854 | 0.557 |

Here "true" means the reduced model evaluated by quadrature. When the pulse ends at 80 µs, the drift stops, and forward Euler leaves an off device where the model has an on device. If the pulse lasted 90 µs, the next forward step would land at $-0.88$ nm. Code that clips negative gaps would then report an on state without having calculated the transition.

The false backward SET has the same origin as the missing root in the hand example. The step must solve

$$\phi(u)=u+hF(u)=g_n,\qquad \phi'(u)=1-h\lambda(u).$$

The upper root disappears at a fold where $h\lambda=1$. For $h=10$ µs this branch needs $g_n\ge2.673$ nm. At 40 µs the backward gap is 2.634 nm, so the branch is gone. The resistor-limited side still offers a root, and the solution drops to 0.798 nm. The bracketed search used here solves the equation correctly, but the step is too long for its answer to follow the trajectory. A Newton iteration started from the old gap wanders at this step; depending on the last digits of the old gap, it eventually reaches a negative gap or lands on the low root only after dozens of iterations. With a limit of, say, 15 iterations it stops with a failure, which is a warning and a reason to shorten the step.

## What implicit stages are for

Write $f(g,V)=A\sinh(\beta V/g)$, with subscripts for partial derivatives. The Jacobian of the full model is

$$J=\begin{pmatrix}-f_g&-f_V\\ V\rho/(\ell\tau)&-(1+\rho)/\tau\end{pmatrix}.$$

On the quasi-steady curve, $dV/dg=V\rho/[\ell(1+\rho)]$, so

$$\det J=\frac{1+\rho}{\tau}\left(f_g+f_V\frac{dV}{dg}\right)
=\frac{1+\rho}{\tau}\frac{dF}{dg}=-\frac{\lambda(1+\rho)}{\tau}.$$

For $\lambda>0$ the determinant is negative: one eigenvalue is positive and the other negative. At $g=2$ nm they are $0.619$ and $-1003$ µs$^{-1}$. The first is the instability, which must be followed. The second is the charging of the circuit, which need not be resolved once it has decayed.

At fixed gap, forward Euler multiplies a voltage error by $1-h(1+\rho)/\tau$ per step. Its magnitude stays below one if

$$h<\frac{2\tau}{1+\rho}.$$

Thus the limit is about 2 ns while the device is off, 1 ns at SET, and 0.38 ns at the end of the 80 µs pulse, where $\rho\approx4.3$. Beyond it the voltage rings with growing amplitude. With $h=2.1\tau$ the first step already gives $V=2.1\times2=4.2$ V, and the ringing grows until the eighth step, at 0.017 µs, throws the gap far below zero. Code that checks only whether $g\le g_e$ would report this meaningless value as a SET. At $h=1.9\tau$ the ringing decays, and the gap is still 2.966 nm after 5 µs.

## The adaptive method in general

For $y'=f(y)$, now with $y=(g,V)$ and $f$ the full right-hand side, use two implicit stages:

$$Y_1=y_n+\gamma hf(Y_1),$$

$$Y_2=y_n+(1-\gamma)hf(Y_1)+\gamma hf(Y_2),\qquad y_{n+1}=Y_2 .$$

The weights $(1-\gamma,\gamma)$ sum to one and the stage times are $\gamma h$ and $h$. Second order requires the weighted mean stage time to be $h/2$:

$$(1-\gamma)\gamma+\gamma=\tfrac12\quad\Longrightarrow\quad\gamma^2-2\gamma+\tfrac12=0,\qquad\gamma=1-\frac1{\sqrt2}.$$

The other root would put a stage beyond the step. On $y'=\mu y$, with $z=h\mu$, the stages give $Y_1=y_n/(1-\gamma z)$ and

$$\frac{y_{n+1}}{y_n}=\mathcal R(z)=\frac{1+(1-2\gamma)z}{(1-\gamma z)^2}.$$

The equation for $\gamma$ implies $(1-2\gamma)^2=2\gamma^2$. For imaginary $z=i\omega$,

$$|\mathcal R|^2=\frac{1+2\gamma^2\omega^2}{1+2\gamma^2\omega^2+\gamma^4\omega^4}\le1 .$$

The only pole is at $z=1/\gamma>0$, and $\mathcal R\to0$ at infinity. By the maximum-modulus principle, $|\mathcal R|\le1$ in the whole left half-plane. Fast decaying modes are damped at any step length: the method is L-stable. For a growing mode, however, $\mathcal R$ diverges as $z\to1/\gamma$, whereas $e^z$ is finite. Stability for decay is no substitute for resolving growth.

One trial step proceeds as follows.

1. Solve each stage $Y=c+\gamma hf(Y)$ by Newton iteration: solve $(I-\gamma hJ)\delta=Y-c-\gamma hf(Y)$ and replace $Y$ by $Y-\delta$. For the first stage $c=y_n$. For the second, $hf(Y_1)=(Y_1-y_n)/\gamma$ gives $c=y_n+\frac{1-\gamma}{\gamma}(Y_1-y_n)$, without another evaluation of the stiff function.
2. Compute one step of length $h$ and two of length $h/2$. Their local errors are $Ch^3$ and $2C(h/2)^3=Ch^3/4$ to leading order. The difference is $3Ch^3/4$, so one third of it estimates the error $\epsilon$ of the two halves. Take the larger of the gap and voltage errors, in nm and V.
3. If Newton fails, divide $h$ by four. If $\epsilon$ exceeds the tolerance $\eta$, reject the step; otherwise keep the two-half result. In both of the latter cases multiply $h$ by $0.9(\eta/\epsilon)^{1/3}$, limited to between 0.2 and 2. The cube root follows from $\epsilon\propto h^3$, the scaling for small steps. When $h$ is comparable with $\tau$ or longer, the voltage error can fall more slowly than this; the factor is then only a guide, and the test against $\eta$ still decides whether the step is accepted.
4. If an accepted step takes $g-g_e$ from positive to non-positive, find the length $s$ between 0 and $h$ for which two halves of $s$ land on $g_e$. Record $t_n+s$.
5. Stop at every known pulse edge. In a rest period nothing moves, the estimated error vanishes and the step grows; without a stop it could pass over a short later pulse.

The endpoint sign is sufficient for this event. At $V=0$ the circuit equation gives $V'=V_a/\tau>0$, so $V$ remains positive during the pulse. Then $g'<0$, and the true gap crosses $g_e$ at most once. An event that could be crossed twice within a step would need a further check.

The error estimate is asymptotic, not a proof that every accepted step follows the right branch. The result should therefore be repeated at tighter tolerance.

## What the calculation shows

Errors below are relative to a separate high-order implicit integration of the same full model.

| Tolerance (nm, V) | SET (µs) | Error (µs) | Accepted steps |
|---:|---:|---:|---:|
| $10^{-5}$ | 66.732 | $9.7\times10^{-3}$ | 174 |
| $10^{-7}$ | 66.741 | $5.5\times10^{-4}$ | 824 |
| $10^{-9}$ | 66.742 | $2.4\times10^{-5}$ | 4746 |

For $\epsilon\propto h^3$, a hundredfold tighter tolerance should multiply the number of steps by $100^{1/3}\approx4.6$. The observed factors are 4.7 and 5.8; the cause of the larger second factor was not examined. In the loosest run the steps after the first microsecond range from about 2 ns to 7 µs, and 54 trial steps are rejected. A fixed step short enough for the transition would be wasteful during the long wait.

At the end of the 80 µs pulse the gap is 0.577 nm and its resistance 231 kΩ. The voltage divider gives $2\times231/(1000+231)=0.375$ V across it, in agreement with the integrated 0.376 V within rounding. For a 60 µs pulse the adaptive method finds no SET and a gap of 2.323 nm, where coarse backward Euler had an on state.

Explicit integration can also find the event when its steps are short enough. Forward Euler with $h=0.5\tau$ crosses $g_e$ in step 133,485, which ends at 66.7425 µs. This step length suffices only up to the event: later in the pulse it exceeds the shrinking stability limit, and a run continued to 80 µs diverges. An adaptive explicit Runge–Kutta method gives 66.742 µs in 20,251 steps. Its mean step is $66.742/20251$ µs, or 3.3 ns, so it advances on the circuit's time scale although the gap needs tens of microseconds to close. These counts are not running times: each implicit trial contains six nonlinear stage solves, and the accuracies differ. They show what stiffness costs an explicit method that does find SET. The full set of values is in the numerical output.

## Computed values

```
start gap 3.0 nm; applied voltage 2.0 V; hop 0.5 nm
barrier 0.7 eV; attempt rate 1e+13 1/s; T 300 K; decay length 0.2 nm
series R 1e+06 ohm; C 1e-15 F; tau 0.0010 us
kT 0.025852 eV; A 1.7399e-05 nm/us; beta 9.6704 nm/V
r = R*G0: 77.481 (dimensionless)
SET event gap 0.8700 nm; feedback boundary 1.1899 nm
largest barrier lowering 0.3496 eV
largest gap power 1.000 uW; heating at 1e+06 K/W: 1.00 K
closing speed at start 5.48652e-03 nm/us
closing speed at boundary 6.4904 nm/us
closing speed at event 0.5846 nm/us
ln speed ratio, boundary/start 7.0758; event/start 4.6686
integral of lambda dt to event 4.6686
at gap 2.0 nm: lambda 0.61941 1/us; eigenvalues 0.61942, -1003.495 1/us
at gap 1.0 nm: lambda -26.086 1/us; eigenvalues -27.226, -1458.351 1/us
SET time, reduced model by quadrature 66.74554 us
SET time, full model reference 66.74153 us
coarse Euler step 10.0 us; gaps in nm:
time/us   quadrature   forward   backward
      0       3.0000    3.0000     3.0000
     10       2.9416    2.9451     2.9370
     20       2.8743    2.8833     2.8622
     30       2.7945    2.8121     2.7680
     40       2.6948    2.7277     2.6336
     50       2.5583    2.6233     0.7978
     60       2.3228    2.4849     0.6503
     70       0.6607    2.2766     0.5918
     80       0.5772    1.8543     0.5567
forward Euler gap if pulse lasted 90 us: -0.8785 nm
backward Euler false SET at 50 us; fold needs old gap >= 2.6730 nm
small-step shifts, h = 0.001 us: forward 0.002329 us, backward -0.002339 us
predicted size of shift 0.002334 us
implicit tol 1e-05 (nm, V): SET 66.73179 us, error 9.7e-03 us
  accepted 174, rejected 54; steps after 1 us: 2.07e-03 to 7.07e+00 us
implicit tol 1e-07 (nm, V): SET 66.74098 us, error 5.5e-04 us
  accepted 824, rejected 0; steps after 1 us: 3.37e-04 to 1.86e+00 us
implicit tol 1e-09 (nm, V): SET 66.74151 us, error 2.4e-05 us
  accepted 4746, rejected 1; steps after 1 us: 6.86e-05 to 4.09e-01 us
end of 80 us pulse: gap 0.5772 nm, gap voltage 0.3757 V
gap resistance at end of 80 us pulse 231.28 kohm
adaptive implicit, 60 us pulse: no SET, gap 2.3228 nm
forward Euler full model, h=2.1 tau: false SET 0.0168 us after 8 steps
forward Euler full model, h=1.9 tau: gap at 5 us 2.9659 nm
forward Euler full model, h=0.5 tau: SET 66.74250 us, 133485 steps
adaptive explicit RK45: SET 66.74153 us, 20251 steps
```
